\section*{Carbonyl-Exchange NMR Line Shapes from a Bloch–McConnell Matrix}

\section{What scaling and symmetry already fix}

A carbonyl carbon hops between two kinds of site, A and B, with angular-frequency offsets $\Omega_A$ and $\Omega_B$. Let $\Delta=\Omega_A-\Omega_B>0$, let $p_A+p_B=1$ be the populations, let $k_{AB}$ be the rate of leaving A for B and $k_{BA}$ the reverse rate, and let $k=k_{AB}+k_{BA}$. Detailed balance, $p_Ak_{AB}=p_Bk_{BA}$, gives
\begin{equation}
k_{AB}=p_Bk,\qquad k_{BA}=p_Ak .
\end{equation}
Suppose first that the transverse relaxation rate $R$ is negligible. The only quantities with a dimension are then $\Delta$ and $k$, both inverse times. The shape of the spectrum can depend only on $k/\Delta$ and $p_A$, so two maxima give way to one at
\begin{equation}
k_c=c(p_A)\,\Delta .
\end{equation}
Reversing the sign of $\Delta$ mirrors the spectrum and leaves the number of maxima unchanged. Renaming the sites restores the sign but interchanges the populations. Hence $c(p_A)=c(p_B)$, and $c$ can depend only on $P^2$, where $P=p_A-p_B$.

The same mirror symmetry makes the width of a fast-exchange line even in $\Delta$. If that width can be expanded in $\Delta/k$ and vanishes with $\Delta$, its leading term is a function of the populations times $\Delta^2/k$: faster exchange must narrow the line. These are the demands that a line-shape scheme has to meet.

\section{The naive scheme and its missing term}

A carbon stays on site $j$ for a mean time $1/k_j$, where $k_j$ is its total leaving rate. The naive scheme treats each departure as a loss of signal and adds independent lines:
\begin{equation}
S_{\rm naive}(\omega)=\mathrm{Re}\sum_j\frac{p_j}{i(\omega-\Omega_j)+R_j+k_j}.
\label{naive}
\end{equation}
A decay $e^{-\Gamma t}$ gives a Lorentzian of half width $\Gamma$ in rad/s, hence of full width $2\Gamma/2\pi=\Gamma/\pi$ in Hz. The naive widths are therefore $(R_j+k_j)/\pi$. They grow without limit as exchange becomes faster, against the scaling argument.

The fault shows most clearly when all sites have the same $\Omega$ and the same $R$. A jump then changes nothing that the spectrometer can detect, and the signal must be $e^{(i\Omega-R)t}$. Equation~\eqref{naive} still adds the rate $k_j$ to the decay. A departing carbon carries its phase to the next site, and the naive scheme discards it.

To keep that phase, define $M_j(t)$ as the average of $e^{i\phi}$ over all carbons, counting only those now on site $j$, with relaxation included as a decay. Jumps are taken as sudden and memoryless. With $k_{lj}$ the rate from $l$ to $j$, during a short time $dt$
\begin{equation}
M_j(t+dt)=\bigl[1+(i\Omega_j-R_j-k_j)\,dt\bigr]M_j+\sum_{l\ne j}k_{lj}\,dt\,M_l .
\end{equation}
The last term holds the arrivals. Dividing by $dt$ gives the Bloch--McConnell equation
\begin{equation}
\dot M=LM,\qquad L=\mathrm{diag}(i\Omega-R)+K,
\label{bm}
\end{equation}
with $K_{jl}=k_{lj}$ for $j\neq l$ and $K_{jj}=-k_j$. Each column of $K$ sums to zero, because whatever leaves one site arrives at another. For equal offsets and equal relaxation, summing \eqref{bm} over sites now gives $\dot f=(i\Omega-R)f$ for the total signal $f$, as required.

A short uniform pulse creates $M(0)=p$, in units of the total magnetization. With $\mathbf 1$ a column of ones, the signal is $f(t)=\mathbf 1^Te^{Lt}p$, and
\begin{equation}
S(\omega)=\mathrm{Re}\int_0^\infty f(t)e^{-i\omega t}dt
=\mathrm{Re}\,\mathbf 1^T(i\omega-L)^{-1}p .
\label{res}
\end{equation}
The inverse exists for $R_j>0$. In column $j$ of $i\omega-L$ the diagonal element has real part $R_j+k_j$, while the moduli of the other elements add up to $k_j$; a matrix with such dominant diagonal elements is invertible. The case $R=0$ is taken as a limit.

Extending the signal by $f(-t)=f^*(t)$ turns \eqref{res} into half of a full Fourier integral. Its area is $\int S\,d\omega=\tfrac12\,2\pi f(0)=\pi$ at every exchange rate. Exchange redistributes intensity but does not remove it.

\section{Building the matrix from carbonyl motions}

A (diene)Fe(CO)$_3$ complex has one apical carbonyl, $a$, and two basal ones, $b_1$ and $b_2$, taken here as equivalent. Let the Fe(CO)$_3$ group turn by $120^\circ$ at rate $k_r$ in each direction. Each turn is a permutation of sites. For every permutation that sends $s$ to $s'$, add its rate to $K_{s's}$ and subtract it from $K_{ss}$. The two turns together give
\begin{equation}
K=k_r\begin{pmatrix}-2&1&1\\1&-2&1\\1&1&-2\end{pmatrix},\qquad
p=\frac13\begin{pmatrix}1\\1\\1\end{pmatrix}.
\end{equation}
Put $M_A=M_a$ and $M_B=M_{b_1}+M_{b_2}$. The basal sites share one offset and one relaxation rate, so adding their equations gives
\begin{align}
\dot M_A&=(i\Omega_A-R_A-2k_r)M_A+k_rM_B,\\
\dot M_B&=(i\Omega_B-R_B)M_B+2k_rM_A+(-2k_r+k_r)M_B .
\end{align}
This is a closed two-site problem with $k_{AB}=2k_r$, $k_{BA}=k_r$, $k=3k_r$, $p_A=1/3$ and $p_B=2/3$. Jumps from one basal site to the other have dropped out.

Suppose instead that the apical carbonyl swaps with either basal one, at rate $k_r$ for each pair. The apical site again loses $2k_r$ and each basal site loses $k_r$ to it. The summed equations are the same, so this line shape cannot distinguish the two mechanisms.

\section{The analytic two-site result}

Let $\alpha_j=i(\omega-\Omega_j)+R_j$. The matrix to be inverted is
\begin{equation}
i\omega-L=\begin{pmatrix}\alpha_A+k_{AB}&-k_{BA}\\-k_{AB}&\alpha_B+k_{BA}\end{pmatrix}.
\end{equation}
Its determinant is $\alpha_A\alpha_B+\alpha_Ak_{BA}+\alpha_Bk_{AB}$, since the products $k_{AB}k_{BA}$ cancel. The column sums of its adjugate are $\alpha_B+k$ and $\alpha_A+k$. With $k_{BA}=p_Ak$ and $k_{AB}=p_Bk$, the result is $S=\mathrm{Re}\,G$ with
\begin{equation}
G=\frac{p_A\alpha_B+p_B\alpha_A+k}{\alpha_A\alpha_B+k(p_A\alpha_A+p_B\alpha_B)} .
\label{closed}
\end{equation}

From here on let $R_A=R_B=R$. Measure frequency from the population average $\bar\Omega=p_A\Omega_A+p_B\Omega_B$, and set $z=i(\omega-\bar\Omega)+R$. Because $\bar\Omega-\Omega_A=-p_B\Delta$ and $\bar\Omega-\Omega_B=p_A\Delta$,
\begin{equation}
\alpha_A=z-ip_B\Delta,\qquad \alpha_B=z+ip_A\Delta .
\end{equation}
Using $p_A^2-p_B^2=P$, the numerator of \eqref{closed} is $z+k+iP\Delta$. The denominator is $z^2+izP\Delta+p_Ap_B\Delta^2+kz$, which equals $z(z+k+iP\Delta)+p_Ap_B\Delta^2$. Division gives
\begin{equation}
G=\frac{1}{\,z+\dfrac{p_Ap_B\Delta^2}{z+k+iP\Delta}\,}.
\label{cf}
\end{equation}
The quantity $p_Ap_B\Delta^2$ is the variance of the offset over the two sites, and $k$ is the rate at which a carbon forgets which site it occupied.

For $R=0$ write $X=\omega-\bar\Omega$, $Y=X+P\Delta$ and $v=p_Ap_B\Delta^2$. Then
\begin{equation}
S=\mathrm{Re}\,\frac{k+iY}{v-XY+ikX}
=\frac{k(v-XY)+kXY}{(v-XY)^2+k^2X^2}.
\end{equation}
At $R=0$, $v-XY=\alpha_A\alpha_B=-(\omega-\Omega_A)(\omega-\Omega_B)$. Therefore
\begin{equation}
S=\frac{p_Ap_Bk\Delta^2}{(\omega-\Omega_A)^2(\omega-\Omega_B)^2+k^2(\omega-\bar\Omega)^2}.
\label{quartic}
\end{equation}

\section{Slow exchange: where the naive scheme survives}

Let $a=i\Omega_A-R-k_{AB}$ and $b=i\Omega_B-R-k_{BA}$. The eigenvalues of $L$ obey $(\lambda-a)(\lambda-b)=k_{AB}k_{BA}$. For $k\ll\Delta$, the root near $a$ has $\lambda-b\approx i\Delta$, so
\begin{equation}
\lambda_A\approx i\Omega_A-R-k_{AB}-i\,\frac{p_Ap_Bk^2}{\Delta}.
\end{equation}
To first order in $k$ the full widths are the naive ones of the two-site problem, $(R+k_{AB})/\pi$ and $(R+k_{BA})/\pi$ in Hz. Jumps between sites of equal offset and equal relaxation, such as the two basal ones, must not be counted in these leaving rates. The arrivals change the eigenvalues only at second order, where they pull the eigenfrequency inward by $p_Ap_Bk^2/\Delta$.

The maximum moves further. At $R=0$ the weight of this eigenmode in $G$ is the numerator of \eqref{closed} at $i\omega=\lambda_A$, divided by $\lambda_A-\lambda_B$. To first order in $k/\Delta$,
\begin{equation}
\frac{p_A(i\Delta+k)}{i\Delta+Pk}\approx p_A\Bigl(1-i\,\frac{2p_Bk}{\Delta}\Bigr),
\end{equation}
where $1-P=2p_B$. With $\varphi=2p_Bk/\Delta$, $w=p_Bk$ and $x$ measured from the eigenfrequency, the line is proportional to $(w-\varphi x)/(w^2+x^2)$. Its maximum lies at $x\approx-\varphi w/2=-p_B^2k^2/\Delta$. Adding both displacements and using $p_A+p_B=1$ gives a total inward pull of $p_Bk^2/\Delta$ for line A at $R=0$. Interchanging labels gives $p_Ak^2/\Delta$ for line B. For $R>0$ the half width is $w=R+p_Bk$, which adds $p_BkR/\Delta$ to the pull of line A and likewise $p_AkR/\Delta$ to that of line B. The separation of two maxima is therefore not the separation of two eigenfrequencies, even in slow exchange.

\section{Coalescence: two tempting shortcuts}

The first shortcut is to use the equal-population rule for every complex. To see what replaces it, measure $x$ from the midpoint of the two sites. The average lies at $P\Delta/2$, and the denominator of \eqref{quartic} is
\begin{equation}
D=(x^2-\Delta^2/4)^2+k^2(x-P\Delta/2)^2 .
\end{equation}
The numerator is constant, so maxima of $S$ are minima of $D$. Setting $D'/4=0$ gives
\begin{equation}
x^3+\Bigl(\frac{k^2}{2}-\frac{\Delta^2}{4}\Bigr)x-\frac{k^2P\Delta}{4}=0 .
\label{cubic}
\end{equation}
Two maxima require three distinct real roots. A cubic $x^3+mx+n$ has them when $-4m^3>27n^2$. With $y=2k^2/\Delta^2$, the coefficients are $m=-(1-y)\Delta^2/4$ and $n=-yP\Delta^3/8$. The boundary is
\begin{equation}
(1-y)^3=\frac{27}{4}P^2y^2,\qquad k_c=\Delta\sqrt{y/2}.
\label{rule}
\end{equation}
On $0\le y\le1$ the left side falls from 1 to 0 and the right side does not fall, so there is one solution. It becomes smaller as $|P|$ grows: at fixed $\Delta$, unequal populations coalesce at a smaller $k$. The dependence on $P^2$ is the one required by symmetry.

For $P=0$, $y=1$ and $k_c=\Delta/\sqrt2=0.70711\,\Delta$. The one-way rate is half of this, $\Delta/(2\sqrt2)$, which is the familiar rule. For the 1:2 tricarbonyl, $P^2=1/9$ and \eqref{rule} reads $(1-y)^3=0.75\,y^2$. Numerical root finding gives $y=0.45921$ and $k_c=0.47917\,\Delta$.

The two cases also look different. For $P=0$ the maxima meet at the centre. For $P\neq0$ the smaller maximum meets the minimum beside it and disappears, while the larger one remains elsewhere. At that point \eqref{cubic} has a double root $r$ and, since the roots sum to zero, a simple root $-2r$. Matching coefficients gives $m=-3r^2$ and $n=2r^3$, so the surviving maximum lies at
\begin{equation}
-2r=\frac{3n}{m}=\frac{3yP\Delta}{2(1-y)} .
\label{surv}
\end{equation}

The second shortcut is to diagonalize $L$ and to identify coalescence with the merging of its eigenvalues. From the quadratic for $\lambda$, with $a-b=i\Delta+Pk$ and $P^2+4p_Ap_B=1$,
\begin{equation}
(\lambda_A-\lambda_B)^2=(a-b)^2+4p_Ap_Bk^2=k^2-\Delta^2+2iP\Delta k .
\end{equation}
For equal populations this vanishes at $k=\Delta$, not at $\Delta/\sqrt2$. At $k=0.8\Delta$ the spectrum has one maximum although the eigenfrequencies still differ by $0.6\Delta$. At $k=\Delta$ the matrix has one repeated eigenvalue but is not diagonal, so it lacks a full set of eigenvectors, and an expansion in eigenvectors breaks down.

For $P\ne0$ and $k>0$ the imaginary part does not vanish, so with equal relaxation rates the two-site matrix has no degeneracy. (Unequal rates replace $Pk$ in $a-b$ by $Pk-(R_A-R_B)$, and a degeneracy returns when $R_A-R_B=Pk$ and $k=\Delta/(2\sqrt{p_Ap_B})$.) With $u=k^2/\Delta^2$, the squared modulus of the right side is $\Delta^4[(u-1)^2+4P^2u]$. For $P^2<1/2$ it is smallest at $u=1-2P^2$, where the eigenvalue gap is $\Delta\sqrt{2|P|\sqrt{1-P^2}}$. For the 1:2 case this is $0.7928\,\Delta$.

An expansion in eigenvectors loses accuracy only very close to such a degeneracy, and for the 1:2 case with equal relaxation it is well conditioned, but it can be avoided altogether. At each frequency, solve the linear system $(i\omega-L)g=p$ and add the components of $g$. This needs no special treatment at a degeneracy. The frequency grid must be fine compared with the narrowest line.

\section{Fast exchange: the narrowing recovered}

When $k\gg\Delta$ and $R\ll k$, the inner denominator of \eqref{cf} is close to $k$ throughout the line, and
\begin{equation}
G\approx\frac{1}{i(\omega-\bar\Omega)+R+p_Ap_B\Delta^2/k}.
\end{equation}
There is one Lorentzian at the average, with full width $(R+p_Ap_B\Delta^2/k)/\pi$ in Hz. The exchange part has the form $\Delta^2/k$ that scaling and symmetry demanded. Keeping the next term of the inner denominator,
\begin{equation}
\frac{p_Ap_B\Delta^2}{k+iP\Delta}\approx\frac{p_Ap_B\Delta^2}{k}-i\,\frac{p_Ap_BP\Delta^3}{k^2},
\end{equation}
moves the line from $\bar\Omega$ by $p_Ap_BP\Delta^3/k^2$, towards the more populated site.

\section{A tricarbonyl from 180 to 300 K}

Take a $^{13}$C frequency of 100 MHz and a separation of 5.0 ppm. Then $\Delta/2\pi=500$ Hz and $\Delta=3141.6$ rad/s. Put the apical site at $+250$ Hz and the basal sites at $-250$ Hz; the opposite choice mirrors the spectrum. The average lies at $-83.33$ Hz. An intrinsic width of 2.0 Hz means $R=6.283$ s$^{-1}$. The turning rate in each direction follows the Eyring equation with unit transmission coefficient,
\begin{equation}
k_r=\frac{k_BT}{h}\,e^{-\Delta G^\ddagger/R_gT},\qquad \Delta G^\ddagger=40\ \mathrm{kJ/mol},
\end{equation}
where $R_g$ is the gas constant and $\Delta G^\ddagger$ is held fixed. Solving the three-site system on a frequency grid gives these maxima:
\begin{center}
\begin{tabular}{rrrl}
$T$ (K) & $k_r$ (s$^{-1}$) & $k/\Delta$ & maxima (Hz)\\
180 & 9.26 & 0.0088 & $-250.0,\ 250.0$\\
200 & 149 & 0.142 & $-246.6,\ 243.0$\\
220 & 1460 & 1.39 & $-105.6$\\
250 & 22880 & 21.85 & $-83.4$\\
300 & 678400 & 648 & $-83.3$
\end{tabular}
\end{center}

\textit{Slow limit, 180 K.} The apical width should be $(6.283+2\times9.26)/\pi=7.895$ Hz, and the basal width $(6.283+9.26)/\pi=4.948$ Hz. Locating the half-height points of the matrix spectrum gives 7.897 and 4.948 Hz. At 200 K the predicted pull of the apical maximum is $\tfrac23(0.1423)^2\times500=6.7$ Hz, against 7.0 Hz in the table; about 0.1 Hz of the difference is the term $p_BkR/\Delta$, and the rest comes from higher orders in $k/\Delta$. For the basal maximum it is half as large, 3.4 Hz, as found.

\textit{Coalescence.} The rule gives $k_c=0.47917\times3141.6=1505$ s$^{-1}$, so $k_r=501.8$ s$^{-1}$, which the Eyring equation assigns to 210.2 K. Equation \eqref{surv} puts the surviving maximum at $-0.45921\times500/(2\times0.54079)=-212$ Hz; the matrix spectrum with the intrinsic width included gives $-212.1$ Hz. The apical maximum has gone, but the remaining one is still far from the average. Even at 220 K it is 22 Hz away.

\textit{Fast limit, 250 K.} The exchange contribution is $\tfrac29(3141.6)^2/(3\times22880)=31.95$ s$^{-1}$, and the width is $(6.283+31.95)/\pi=12.17$ Hz. The matrix gives 12.175 Hz. The predicted displacement from the average is $-\tfrac{2}{27}\times500/(21.85)^2=-0.08$ Hz, which accounts for the computed position of $-83.41$ Hz. At this temperature the naive scheme would give the apical line a width of about 14.6 kHz.

If the 1:1 rule were applied to this 1:2 spectrum, with $\Delta$ and the coalescence temperature held fixed, $k$ would be too large by a factor $0.70711/0.47917=1.476$. If $k_r=k/3$ is still used to find the turning rate, the inferred barrier would be too low by $R_gT\ln1.476=0.68$ kJ/mol.

\section{The model beside a real precursor}

The inputs are rough typical values for butadiene iron tricarbonyl, a volatile iron precursor, and not a fit to a spectrum. The barrier concerns turning of the carbonyls, not their loss.

Real samples break several assumptions. A free-energy barrier generally varies with temperature. An activation entropy of 10 J/(mol K), chosen to show the size of the effect, multiplies the 250 K rate by 1.21 if the rate at coalescence is kept. The shift separation may also drift: taking it 10\% too large lowers the inferred barrier by 0.17 kJ/mol, and reading the temperature 1 K too high raises it by 0.20 kJ/mol.

The intrinsic width matters less here. Including $R$ lowers $k_c$ by 0.38\% and the coalescence temperature by 0.03 K, as found by bisection on the number of maxima. Wigner's tunnelling correction, $(h\nu/k_BT)^2/24$, adds 0.5\% to the rate at coalescence for an assumed barrier frequency of 50 cm$^{-1}$. If a jump lasts about $h/k_BT=0.23$ ps, the phase $\Delta h/k_BT$ gained during it is $7\times10^{-10}$ rad, so treating jumps as sudden is safe.

With 1.1\% $^{13}$C, a fraction $1-0.989^2=2.2\%$ of the observed carbonyls share their molecule with a second $^{13}$CO. Spin coupling in those molecules lies outside a one-spin matrix. Coupling to $^{57}$Fe (2.1\% abundant) and to $^{13}$C in the diene is also left out. In a sample strongly enriched in $^{13}$CO, molecules with several labelled carbonyls are no longer a minor fraction. A treatment of the coupling that holds from slow to fast exchange then replaces the vector $M$ by the density matrix of the coupled spins.
